# Parity zeros and the zero-argument limit of the 9j symbol

## The form fixed by symmetry

A 9j symbol is a number attached to nine angular momenta in a square array, in which every row and every column can be coupled to total angular momentum zero. Exchanging two rows leaves the same six couplings, so it can change the symbol by a sign at most. If the two rows are equal, the exchange also returns the original array. The symbol then equals itself times that sign, and it must vanish whenever the sign is negative. What remains is to find the sign.

Symmetry also fixes the form when one argument is zero. Zero angular momentum can join two others in a triad only if those two are equal. One row and one column therefore become trivial and impose two equalities. Six different angular momenta and four triads remain, which is the content of a 6j symbol. The result must be a 6j symbol times a normalization factor and a phase.

The array is written by rows as \(\{a\,b\,c;\,d\,e\,f;\,g\,h\,k\}\), and the sum of its arguments is
\[
\mathcal N=a+b+c+d+e+f+g+h+k .
\]
Each argument is a non-negative integer or half-integer. Each row and column must be a triad: its three members satisfy the triangle rule and have an integer sum. Otherwise the symbol is defined as zero. For an allowed array \(\mathcal N\) is an integer, being the sum of three integer row sums.

## Definitions and starting facts

With Condon–Shortley phases, the 3j symbol is defined by the Clebsch–Gordan coefficient
\[
\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}
\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}. \tag{1}
\]
The starting facts are that a 3j symbol vanishes unless its projections add to zero, and that it is multiplied by
\[
(-1)^{j_1+j_2+j_3} \tag{2}
\]
when two of its columns are exchanged, or when all three projections are reversed.

The 9j symbol is the sum over all nine projections
\[
\begin{aligned}
\begin{Bmatrix}a&b&c\\d&e&f\\g&h&k\end{Bmatrix}
=\sum_{\text{all }m}&
\begin{pmatrix}a&b&c\\m_a&m_b&m_c\end{pmatrix}
\begin{pmatrix}d&e&f\\m_d&m_e&m_f\end{pmatrix}
\begin{pmatrix}g&h&k\\m_g&m_h&m_k\end{pmatrix}\\
&\times
\begin{pmatrix}a&d&g\\m_a&m_d&m_g\end{pmatrix}
\begin{pmatrix}b&e&h\\m_b&m_e&m_h\end{pmatrix}
\begin{pmatrix}c&f&k\\m_c&m_f&m_k\end{pmatrix}.
\end{aligned}\tag{3}
\]
Each projection occurs twice with the same sign, once in a row and once in a column. Transposing the array only reorders the six factors, so it leaves the symbol unchanged.

## Two equal rows

Exchange the first two rows in (3), and rename the summed projections along with their angular momenta. The three row factors are the same as before, in a different order. In each column factor the first two entries have been exchanged. By (2) the three columns contribute
\[
(-1)^{a+d+g}(-1)^{b+e+h}(-1)^{c+f+k}=(-1)^{\mathcal N}.
\]
Hence
\[
\{d\,e\,f;\,a\,b\,c;\,g\,h\,k\}=(-1)^{\mathcal N}\{a\,b\,c;\,d\,e\,f;\,g\,h\,k\}. \tag{4}
\]
The same argument holds for any pair of rows and, by transposition, for any pair of columns.

Now let \((d,e,f)=(a,b,c)\), and call the symbol \(X\). Both sides of (4) contain the same array, so \(X=(-1)^{\mathcal N}X\). For odd \(\mathcal N\) this reads \(2X=0\), and therefore
\[
\{a\,b\,c;\,a\,b\,c;\,g\,h\,k\}=0\qquad(\mathcal N\text{ odd}). \tag{5}
\]
Here \(\mathcal N=2(a+b+c)+g+h+k\). Since \(a+b+c\) is an integer, its double is even, and the condition is simply that \(g+h+k\) be odd.

The rows must be equal entry by entry. If they contain the same numbers in a different order, the exchange gives a different array and the argument does not apply. For even \(\mathcal N\) it gives \(X=X\), which says nothing about the value.

## One zero argument

A 3j symbol with a zero follows from the trivial coupling \(\langle jm\,00|jm\rangle=1\). Equation (1), with \(j_1=J=j\) and \(j_2=0\), gives
\[
\begin{pmatrix}j&0&j\\m&0&-m\end{pmatrix}=\frac{(-1)^{j+m}}{\sqrt{2j+1}},
\]
where the sign of the integer exponent is immaterial. Exchanging the last two columns multiplies this by \((-1)^{2j}\). The new exponent is \(3j+m=(j-m)+2(j+m)\), and \(2(j+m)\) is even. Thus
\[
\begin{pmatrix}j&j'&0\\m&m'&0\end{pmatrix}
=\delta_{jj'}\delta_{m',-m}\frac{(-1)^{j-m}}{\sqrt{2j+1}}. \tag{6}
\]

Set \(k=0\) in (3) and apply (6) to the third row and the third column. This forces \(h=g\), \(m_h=-m_g\), \(f=c\) and \(m_f=-m_c\), so that
\[
\{a\,b\,c;\,d\,e\,f;\,g\,h\,0\}
=\frac{\delta_{cf}\delta_{gh}}{\sqrt{(2c+1)(2g+1)}}\,T, \tag{7}
\]
\[
\begin{aligned}
T=\sum_m(-1)^{c-m_c+g-m_g}&
\begin{pmatrix}a&b&c\\m_a&m_b&m_c\end{pmatrix}
\begin{pmatrix}d&e&c\\m_d&m_e&-m_c\end{pmatrix}\\
&\times
\begin{pmatrix}a&d&g\\m_a&m_d&m_g\end{pmatrix}
\begin{pmatrix}b&e&g\\m_b&m_e&-m_g\end{pmatrix}.
\end{aligned}\tag{8}
\]

This has to be compared with the definition of the 6j symbol,
\[
\begin{aligned}
\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}
=\sum_n&(-1)^{\sum_i(j_i-n_i)}
\begin{pmatrix}j_1&j_2&j_3\\-n_1&-n_2&-n_3\end{pmatrix}
\begin{pmatrix}j_1&j_5&j_6\\n_1&-n_5&n_6\end{pmatrix}\\
&\times
\begin{pmatrix}j_4&j_2&j_6\\n_4&n_2&-n_6\end{pmatrix}
\begin{pmatrix}j_4&j_5&j_3\\-n_4&n_5&n_3\end{pmatrix}.
\end{aligned}\tag{9}
\]
The triads in (8) match those in (9) for \((j_1,\ldots,j_6)=(a,b,c,e,d,g)\). Choose the summation variables as \(n_1=m_a\), \(n_2=m_b\), \(n_3=m_c\), \(n_4=m_e\), \(n_5=-m_d\) and \(n_6=m_g\). The third factor in (8) is then already the second factor in (9). The other three are converted with (2):

- Reversing the projections of the \((a,b,c)\) factor gives \((-1)^{a+b+c}\).
- Exchanging the first two columns of the \((b,e,g)\) factor gives \((-1)^{b+e+g}\).
- The \((d,e,c)\) factor needs both a column exchange and a reversal. Each gives \((-1)^{d+e+c}\), and the product is \(+1\).

Including the phase already present in (8), the total exponent is
\[
p_9=a+2b+2c+e+2g-m_c-m_g .
\]
The exponent required by (9), in the same variables, is
\[
p_6=a+b+c+d+e+g-(m_a+m_b+m_c-m_d+m_e+m_g).
\]
Their difference is
\[
p_9-p_6=b+c+g-d+m_a+m_b+m_e-m_d .
\]
The first two factors of (8) require \(m_a+m_b=-m_c\) and \(m_e=m_c-m_d\), so the projections combine to \(-2m_d\). Moreover,
\[
-d-2m_d=d-2(d+m_d),
\]
and \(d+m_d\) is an integer. The relative phase is therefore the same for every term, namely \((-1)^{b+c+d+g}\). It can be taken outside the sum, and (7) becomes
\[
\begin{Bmatrix}a&b&c\\d&e&f\\g&h&0\end{Bmatrix}
=\delta_{cf}\delta_{gh}
\frac{(-1)^{b+c+d+g}}{\sqrt{(2c+1)(2g+1)}}
\begin{Bmatrix}a&b&c\\e&d&g\end{Bmatrix}. \tag{10}
\]
The exponent is an integer, because it equals \((a+b+c)+(a+d+g)-2a\). The Kronecker deltas apply together with the triad conditions on the remaining arguments.

A zero in another position is first moved to the lower right corner. By (4), an odd permutation of rows or columns costs \((-1)^{\mathcal N}\), and an even one costs nothing. For example, a cyclic permutation of the rows followed by one of the columns gives
\[
\{0\,g\,g;\,c\,a\,b;\,c\,d\,e\}=\{a\,b\,c;\,d\,e\,c;\,g\,g\,0\}.
\]
Both positions were tested against (10) for 570 sets of arguments. The largest difference was \(2.2\times10^{-16}\), which is at the level of rounding.

### Equal rows and a zero together

If the first two rows are equal and \(k=0\), the third row is \((g,g,0)\). The triad \((a,a,g)\) makes \(g\) an integer, so \(\mathcal N=2(a+b+c)+2g\) is even. The parity rule never forces a zero in this case.

Going further to \(g=0\) gives a closed value. Use (6) for the three columns in (3); the third row contributes one. The column phases have the exponent \(a+b+c-(m_a+m_b+m_c)=a+b+c\). The second row contains the reversed projections of the first, which gives another \((-1)^{a+b+c}\) by (2). The phases cancel, leaving
\[
\{a\,b\,c;\,a\,b\,c;\,0\,0\,0\}
=\frac{\sum_m\begin{pmatrix}a&b&c\\m_a&m_b&m_c\end{pmatrix}^2}
{\sqrt{(2a+1)(2b+1)(2c+1)}}
=\frac1{\sqrt{(2a+1)(2b+1)(2c+1)}}. \tag{11}
\]
The sum is one because, by (1) and the normalization of coupled states, each of the \(2c+1\) values of \(m_c\) contributes \(1/(2c+1)\).

## The 9j symbol as an overlap

For two electrons one may couple each orbital angular momentum to its spin first (jj coupling), or couple the two orbital momenta and the two spins separately first (LS coupling). The overlap
\[
O=\langle(l_1s_1)j_1,(l_2s_2)j_2;JM|(l_1l_2)L,(s_1s_2)S;JM\rangle
\]
does not depend on \(M\). Lowering both states by \(J_-\) produces the same normalization factor in each, and \(J_+J_-\) acting on a state \(|JM\rangle\) returns the square of that factor. One may therefore sum over \(M\) and divide by \(2J+1\).

Expanding both states in products of single-particle states gives six Clebsch–Gordan coefficients. Let \(\mu_1,\mu_2,M_L,M_S\) be the projections of \(j_1,j_2,L,S\). Equation (1) converts the coefficients into 3j symbols for the triads
\[
(l_1s_1j_1),\ (l_2s_2j_2),\ (j_1j_2J),\ (l_1l_2L),\ (s_1s_2S),\ (LSJ).
\]
In them \(\mu_1,\mu_2,M_L,M_S\) each occur once with each sign, whereas \(M\) occurs twice as \(-M\). Reversing the projections in the third and sixth symbols gives the sign pattern of (3), at the cost of \((-1)^{j_1+j_2+J+L+S+J}\). The projections in the phases from (1) add to
\[
\mu_1+\mu_2+M+M_L+M_S+M=4M,
\]
which is even. The remaining exponent is
\[
\begin{aligned}
&(l_1-s_1)+(l_2-s_2)+(j_1-j_2)+(l_1-l_2)+(s_1-s_2)+(L-S)\\
&\quad+(j_1+j_2+J)+(L+S+J)=2l_1-2s_2+2j_1+2L+2J .
\end{aligned}
\]
Twice the sum of a triad is even. Modulo two, \(2j_1+2J\) can therefore be replaced by \(2j_2\), then \(2j_2-2s_2\) by \(2l_2\), and \(2l_1+2l_2+2L\) is even. No sign survives. The square roots contain \(2J+1\) twice, which cancels the average over \(M\), and
\[
O=\sqrt{(2j_1+1)(2j_2+1)(2L+1)(2S+1)}
\begin{Bmatrix}l_1&s_1&j_1\\l_2&s_2&j_2\\L&S&J\end{Bmatrix}. \tag{12}
\]
The derivation did not use \(s_i=\tfrac12\); it holds for any four angular momenta.

### Exchange symmetry behind the zero

Let both electrons have the same \(l\) and the same \(j\), and let \(P\) exchange the particles. For two equal angular momenta \(j\) coupled to \(J\), (1) and (2) give the exchange factor \((-1)^{2j+J}\). The jj state is thus multiplied by \((-1)^{J+1}\), since \(2j\) is odd. The LS state acquires \((-1)^{2l+L}(-1)^{2s+S}=(-1)^{L+S+1}\). Because \(P\) preserves overlaps,
\[
O=(-1)^{J+1}(-1)^{L+S+1}O=(-1)^{L+S+J}O. \tag{13}
\]
The zero in (5) is the orthogonality of states with opposite exchange parity. Equivalent electrons must occupy antisymmetric states, which here have even \(J\) in the jj basis and even \(L+S\) in the LS basis.

### An odd sum without equal rows

The array \(\{\tfrac12\,\tfrac12\,1;\,\tfrac12\,\tfrac32\,1;\,1\,1\,2\}\) has \(\mathcal N=9\), but no two rows or columns are equal. Its value follows from (12), read as a recoupling of three spins \(\tfrac12\) and one spin \(\tfrac32\) to total angular momentum 2.

Take \(M=2\). Both intermediate momenta of size 1 then have projection 1. In either scheme, one pair of spins \(\tfrac12\) is in \(|{\uparrow\uparrow}\rangle\), and the other pair is in
\[
\alpha|{\uparrow},\tfrac12\rangle+\beta|{\downarrow},\tfrac32\rangle .
\]
The raising operator must annihilate this state, so \(\sqrt3\,\alpha+\beta=0\), and normalization gives \(\alpha^2=\tfrac14\). The two schemes share only the component in which all spins \(\tfrac12\) point up, and their overlap is \(\alpha^2\). The square root in (12) is \(\sqrt{3^4}=9\), so the symbol is \(1/36\approx0.027778\). An odd sum alone does not force a zero.

## Two p electrons

Take \(l=1\), \(s=\tfrac12\) and \(j_1=j_2=j\). All quantities are dimensionless, and no radial functions enter. For \(J=0\) the triad \((L,S,0)\) requires \(S=L\), which leaves \(^1S_0\) and \(^3P_0\). Inserting (10) into (12) gives
\[
O=(-1)^{\frac12+j+1+L}\sqrt{(2j+1)(2L+1)}
\begin{Bmatrix}1&\tfrac12&j\\\tfrac12&1&L\end{Bmatrix}. \tag{14}
\]
For \(j=\tfrac12\), the 6j values are \(0.408248\) for \(L=0\) and \(-0.333333\) for \(L=1\), with phases \(+1\) and \(-1\):
\[
O(^1S_0)=\sqrt2\,(0.408248)=0.57735,\qquad
O(^3P_0)=-\sqrt6\,(-0.333333)=0.81650 .
\]
For \(j=\tfrac32\), the 6j values are \(-0.408248\) and \(-0.166667\), with phases \(-1\) and \(+1\):
\[
O(^1S_0)=-\sqrt4\,(-0.408248)=0.81650,\qquad
O(^3P_0)=\sqrt{12}\,(-0.166667)=-0.57735 .
\]
The state \((\tfrac12\tfrac12)_0\) is therefore one third singlet and two thirds triplet, and \((\tfrac32\tfrac32)_0\) has the reverse weights. The relative minus sign makes the two states orthogonal. Diagonalizing the angular-momentum operators in the 36-dimensional product space gives the same weights.

The singlet weight can be understood for any \(l\). Equations (11) and (12) give
\[
|O(^1S_0)|^2=\frac{2j+1}{2(2l+1)}. \tag{15}
\]
For \(l=1\) this is \(\tfrac13\) or \(\tfrac23\). For \(j=l\pm\tfrac12\) and large \(l\), both weights tend to \(\tfrac12\).

At \(J=2\), the state \((\tfrac32\tfrac32)_2\) has weight \(0.667\) in \(^3P_2\) and \(0.333\) in \(^1D_2\). Its overlap with \(^3D_2\) vanishes, since \(L+S+J=5\). The individual terms in (3) do not all vanish: their magnitudes add to \(0.0426\), and the zero comes from cancellation between them.

The jj states with \(j_1=j_2\) and odd \(J\) are exchange-symmetric, and equivalent electrons cannot occupy them. They still carry information. Neither \((\tfrac12\tfrac12)_1\) nor \((\tfrac32\tfrac32)_1\) overlaps with \(^3P_1\), because \(L+S+J=3\). The jj states form a complete basis, so the allowed \(^3P_1\) state of two equivalent p electrons must lie entirely in the space where one electron has \(j=\tfrac12\) and the other \(j=\tfrac32\).

## Numbers as computed

```
All numbers below are dimensionless.
Exchange and transposition tests: 459 symbols
  of these, odd sum and nonzero: 195
Equal rows, odd sum: 40 symbols, largest |9j| 6.9e-18
Equal rows, even sum: 153 nonzero, 0 zero
Odd sum, no equal rows: {0.5 0.5 1; 0.5 1.5 1; 1 1 2} = 0.027778
Zero argument: 570 symbols, largest difference 2.2e-16
Two p electrons, l=1, s=1/2, j1=j2=j; weight from projectors
  j    J  L  S  L+S+J     9j       overlap    weight
 0.5   0  0  0    0     0.288675   0.577350  0.333333
 0.5   0  1  1    2     0.136083   0.816497  0.666667
 0.5   1  0  1    2    -0.055556  -0.192450  0.037037
 0.5   1  1  0    2     0.136083   0.471405  0.222222
 0.5   1  1  1    3     0.000000   0.000000  0.000000
 0.5   1  2  1    4     0.111111   0.860663  0.740741
 1.5   0  0  0    0     0.204124   0.816497  0.666667
 1.5   0  1  1    2    -0.048113  -0.577350  0.333333
 1.5   1  0  1    2     0.087841   0.608581  0.370370
 1.5   1  1  0    2     0.107583   0.745356  0.555556
 1.5   1  1  1    3     0.000000   0.000000  0.000000
 1.5   1  2  1    4    -0.017568  -0.272166  0.074074
 1.5   2  1  1    4     0.068041   0.816497  0.666667
 1.5   2  2  0    4     0.064550   0.577350  0.333333
 1.5   2  2  1    5     0.000000   0.000000  0.000000
 1.5   3  2  1    6     0.064550   1.000000  1.000000
Forbidden {1 0.5 1.5; 1 0.5 1.5; 2 1 2}: sum of |terms| = 0.042601
J=0 from the 6j {1 1/2 j; 1/2 1 L}, with S=L
  j=0.5 L=0: 6j=0.408248 phase=+1 overlap=0.577350 weight=0.333333
  j=0.5 L=1: 6j=-0.333333 phase=-1 overlap=0.816497 weight=0.666667
  j=1.5 L=0: 6j=-0.408248 phase=-1 overlap=0.816497 weight=0.666667
  j=1.5 L=1: 6j=-0.166667 phase=+1 overlap=-0.577350 weight=0.333333
```
